Why charged scalars and spinors screen while charged gauge bosons antiscreen

**Definitions and conventions**

Units are ħ = c = 1 with Heaviside–Lorentz charges, so α = e²/4π. A particle of charge e > 0, mass m and spin s moves in a uniform magnetic field B along z. The field enters through

b = eB > 0.

The spin projection along the field is σ, and the gyromagnetic ratio is g = 2 for particles with spin. The field is weak, b ≪ m². The cutoff Λ satisfies Λ ≫ m, and only the vacuum energy of order b² is needed. Interactions among the charged particles are neglected, which is the one-loop approximation.

The result concerns the number

S = (−1)^(2s) Σ_σ [(2σ)² − 1/3],

summed over the spin states of the particle. For σ = ±s each term is the Nielsen–Hughes factor (−1)^(2s)[(2s)² − 1/3]. The factor therefore belongs to one value of σ, not to a whole particle. The claim is that

1/e²(Λ) = 1/e²(m) + (S/8π²) ln(Λ/m)

to leading logarithm. If S < 0, the charge is smaller at long distance than at short distance: the vacuum screens. If S > 0, it antiscreens. Spins 0, 1/2 and 1 are treated, and "vector" means a charged gauge boson, for which g = 2.

**Why a magnetic energy determines electric screening**

Let e_Λ be the charge in the theory with cutoff Λ. The classical field energy is B²/2 = b²/2e_Λ². The vacuum modes add an energy density δu, which will turn out to be

δu = −(b²L/16π²) S, with L = ln(Λ/m) + constant.

The particles feel the product b, so b is held fixed when the two energies are combined:

b²/2e_Λ² − b²LS/16π² = b²/2e_m².

Dividing by b²/2 gives 1/e_m² = 1/e_Λ² − SL/8π², which is the running law above. The constant in L is dropped at leading logarithm.

The same equation can be read as a permeability. With u = B²/2μ,

1/μ = 1 − e_Λ² S L/8π².

For slowly varying fields, Lorentz invariance and parity restrict the quadratic effective Lagrangian to a multiple of E² − B², where E here is the electric field. The coefficient ε of E²/2 and the coefficient 1/μ of B²/2 are then equal, so εμ = 1. The energy cutoff used below is not Lorentz invariant, so with it this equality holds for the coefficient of the logarithm but not for the constant in L. A vacuum whose energy rises in a magnetic field has μ < 1 and ε > 1, and it screens charge. A vacuum whose energy falls has ε < 1 and antiscreens. It remains to find the sign of δu.

**The energy levels**

The kinetic momentum π = p − eA obeys [π_x, π_y] = ib. Define a = (π_x + iπ_y)/√(2b). Then

[a, a†] = (1/2b)(−2i)[π_x, π_y] = 1,

2b a†a = (π_x − iπ_y)(π_x + iπ_y) = π_x² + π_y² + i[π_x, π_y] = π_x² + π_y² − b.

Hence π_x² + π_y² = (2n+1)b with n = 0, 1, 2, … A scalar has

E² = m² + p_z² + (2n+1)b.

For the degeneracy, take A_y = Bx, so that π_y = p_y − bx. The orbit is centred at x = p_y/b. The allowed values of p_y are spaced by 2π/L_y, and the centre must lie within a length L_x. This gives bL_xL_y/2π states, or b/2π per unit area, for each n.

A Dirac particle has H = α·π + βm. In two-component blocks, H has entries m and −m on the diagonal and τ·π off it, where τ are the Pauli matrices. On an eigenvector of τ·π with eigenvalue λ, H becomes a 2×2 matrix with eigenvalues ±√(m² + λ²). Each two-component state thus gives one positive and one negative energy. The square is

(τ·π)² = π² + iτ_z[π_x, π_y] = π² − bτ_z = π² − 2σb.

For the charged vector, write π^μ = (E, π), with signature (+,−,−,−). The field equation of a charged gauge boson in the background is

(m² − π_λπ^λ)W^ν + π_μπ^νW^μ + [π_μ, π^ν]W^μ = 0.

The last term is the additional magnetic moment supplied by the gauge interaction. Set C_μ^ν = [π_μ, π^ν], which is constant in a uniform field. Moving π^ν to the left gives

(m² − π_λπ^λ)W^ν + π^ν(π_μW^μ) + 2C_μ^νW^μ = 0.

Now apply π_ν. Since [π_ν, π_λπ^λ] = 2C_ν^λπ_λ, the first term produces −2C_ν^λπ_λW^ν, which cancels the contribution of the last term. The two terms with π_λπ^λ acting on π_μW^μ also cancel. What remains is m²π_μW^μ = 0. For m ≠ 0 the divergence vanishes, and

(m² − π_λπ^λ)W^ν + 2C_μ^νW^μ = 0.

Here C_y^x = ib and C_x^y = −ib, because π_x and π_y change sign when their indices are lowered. For W^y = ±iW^x the spin term is ∓2b. The components W^t and W^z have no spin term. All three particles therefore obey

E² = m² + p_z² + (2n+1)b − 2σb.

The four vector components give towers σ = 1, −1, 0, 0. The divergence condition removes one scalar tower: for E ≠ 0 any scalar solution φ is the divergence of some solution, namely W^t = φ/E with the other components zero. The massive vector keeps σ = 1, 0, −1.

At m = 0 the functions W^ν = π^νχ solve the field equation for any χ; they are pure gauge. Imposing π_μW^μ = 0 as a gauge condition leaves those with π_λπ^λχ = 0, which form one more scalar tower to be discarded. The massless vector keeps σ = ±1.

**The zero-point energy**

A complex Bose field has a particle and an antiparticle oscillator for each mode, each with energy E/2. The antiparticle has opposite charge and opposite magnetic moment, so its set of energies is the same. The total is +E per mode. For a Dirac field, anticommutation turns the negative-energy part −E d d† into E d†d − E, so the total is −E per mode. Therefore

u = (−1)^(2s) (b/2π) Σ_σ Σ_n ∫dp_z/(2π) E R(E²/Λ²).

R is a smooth function with R(0) = 1 that falls rapidly at large argument. It depends on the mode energy, which is gauge invariant. Define

f(x) = ∫dp/(2π) √y R(y/Λ²), with y = m² + p² + x.

Before the statistics sign, one spin state contributes

u_σ = (1/4π) · 2b Σ_n f((2n+1)b − 2σb).

**Landau levels raise the energy of each state**

Take σ = 0 first. The sum samples f at the centres of cells of width ε = 2b. Expanding f about the centre x_c of one cell gives

∫_cell f dx = εf(x_c) + (ε³/24)f″(x_c) + …

Sum over cells, and replace ε Σ f″ by an integral at this order:

ε Σ f(x_c) = ∫₀^∞ f dx − (ε²/24)∫₀^∞ f″ dx = ∫₀^∞ f dx + (b²/6)f′(0).

The last step uses ε² = 4b² and f′(∞) = 0. The first term is the zero-field energy, because free transverse momenta have d²p/(2π)² = dx/4π with x = p_x² + p_y². Writing f′(0) = L/2π, which defines L, the diamagnetic shift is

δu_dia = (1/4π)(b²/6)(L/2π) = +b²L/48π².

**Spin lowers the energy of each state**

With spin, the whole ladder of x values is displaced by −2σb. The cells now begin at −2σb, and the integral gains

∫ from −2σb to 0 of f dx = 2σb f(0) − 2σ²b² f′(0) + …

The linear term grows like Λ², but it cancels between σ and −σ. The displacement changes the cell correction, b²f′/6, only at order b³; that change is odd in σ and also cancels. The quadratic term leaves

δu_para = −(1/4π)(2σ²b²)(L/2π) = −σ²b²L/4π².

Averaged over ±σ, the shift per state is

δu_σ = b²L/48π² − σ²b²L/4π² = −(b²L/16π²)[(2σ)² − 1/3].

Multiplying by (−1)^(2s) and summing over states gives δu = −(b²L/16π²)S.

The 1/3 has a simple meaning. Both effects are governed by the same integral, ∫₀^∞ f″ dx = −L/2π, which is negative for L > 0. In this integrated sense the mode energy is a concave function of x. The field gathers the values of x that filled a cell from −b to +b about its centre and puts them all at the centre. For a concave function, removing a spread raises the average, and the variance removed is that of a uniform distribution of half-width b, namely b²/3. Spin does the reverse: it splits each level by ±2σb, adding a variance (2σ)²b². The bracket is the variance added by spin minus the variance removed by the orbits, in units of b².

**The logarithm**

From the definition of f,

L = ∫dp d/dy[√y R(y/Λ²)], at y = m² + p².

For m ≪ |p| ≪ Λ the integrand is 1/(2|p|). The two signs of p together give ∫dp/p, hence ln(Λ/m). The ends of the range add numbers that depend on the shape of R but not on Λ/m when Λ ≫ m.

For R = exp(−y/Λ²) the constant can be found. The derivative is

[1/(2√y) − √y/Λ²] exp(−y/Λ²).

In the first term put p = m sinh θ, so dp/√y = dθ, and use cosh²θ = (1 + cosh 2θ)/2. With t = m²/Λ² this term gives ½ exp(−t/2) K₀(t/2), where K₀ is the modified Bessel function. For small z, K₀(z) → ln(2/z) − γ, with γ Euler's constant, so the term tends to ln(2Λ/m) − γ/2. In the second term m can be set to zero, and −∫dp |p| exp(−p²/Λ²)/Λ² = −1. Thus

L = ln(2Λ/m) − γ/2 − 1 for Λ ≫ m.

At Λ = 10⁴ m both the integral and this formula give 8.614880.

**Three spins, two competitions**

A complex scalar has one state and no spin term, so S = −1/3. Its Landau levels raise the energy, and it screens.

A Dirac particle has two states with (2σ)² = 1. Spin outweighs orbital motion, 1 against 1/3, so the mean mode energy falls. But the fermion vacuum contains minus the mode energies, and the total rises:

S = −2(1 − 1/3) = −4/3.

The spinor therefore screens because of its statistics, although its modes are paramagnetic.

A massless charged vector has two states with (2σ)² = 4. Spin wins again, and the boson sign leaves the result alone:

S = 2(4 − 1/3) = 22/3.

A massive vector has the additional state σ = 0, which contributes −1/3 like a scalar, so S = 7. Both antiscreen.

**An electric check for scalars and spinors**

The appeal to εμ = 1 can be checked by calculating ε directly. A static potential φ₀ cos(qz) consists of two waves of amplitude φ₀/2, each of which creates virtual pairs with energies E and E′. If T is the squared pair matrix element of the charge density, in units of e² and summed over spins, second-order perturbation theory gives the energy density

−2(eφ₀/2)² ∫d³k/(2π)³ T/(E + E′).

The mean square electric field is q²φ₀²/2. Equating the energy to −χ/2 times this mean square gives the susceptibility χ = ε − 1:

χ = (2e²/q²)∫d³k/(2π)³ T/(E + E′).

For the scalar, the charge density is proportional to i(φ†∂_tφ − ∂_tφ†φ), with field amplitudes 1/√(2E). Its pair part has magnitude |E − E′|/(2√(EE′)). At small q, E − E′ ≈ qk_z/E, so T ≈ q²k_z²/4E⁴ and

χ = e²∫d³k/(2π)³ k_z²/4E⁵.

For k ≫ m the angular average of k_z² is k²/3, and d³k/(2π)³ becomes k²dk/2π². The logarithm has coefficient e²/24π².

For the Dirac particle, the trace of the positive- and negative-energy projectors is T = 1 − N·N′, where N = (k, m)/E is a unit vector with four components. For nearby unit vectors 1 − N·N′ = |N − N′|²/2. Changing k_z by q moves N by the part of q/E perpendicular to N, so T ≈ (q²/2E²)(1 − k_z²/E²) and

χ = e²∫d³k/(2π)³ (1 − k_z²/E²)/2E³.

The angular average at large k is 2/3, and the coefficient is e²/6π².

Both coefficients equal −e²S/8π², as the magnetic calculation requires. The Dirac case also confirms the fermion sign, since here no zero-point sum is used. Numerically, the difference of χ between masses m and 2m, in which the cutoff drops out, gives S = −0.3333 for the scalar and −1.3330 for the spinor at q = 0.05 m; the departure from −1/3 and −4/3 is of order q²/m² (the spinor value is −1.3332 at q = 0.025 m and −1.3319 at q = 0.1 m). For the vector, the electric statement rests here on Lorentz invariance.

**Numbers from explicit mode sums**

Take Λ = 20 m and b = 0.10 m², with the Gaussian cutoff. The integral for L gives 2.38879. The diamagnetic shift of one state should be

b²L/48π² = 0.01 × 2.38879/(48π²) = 5.042 × 10⁻⁵ (in units of m⁴).

Summing the modes and subtracting the zero-field energy, 4047.76, gives 5.041 × 10⁻⁵. For |σ| = 1/2 the sum gives −1.008 × 10⁻⁴, and for |σ| = 1 it gives −5.549 × 10⁻⁴, against −5.547 × 10⁻⁴ from the order-b² formula. Combining two field strengths to remove the next even order, b⁴, gives coefficients −0.3333, 0.6667 and 3.6667 per state, in agreement with (2σ)² − 1/3.

With statistics and the number of states included, the shifts in units of m⁴ are:

- complex scalar: +5.04 × 10⁻⁵
- Dirac spinor: +2.017 × 10⁻⁴
- massless-vector states σ = ±1, with m kept as infrared scale: −1.110 × 10⁻³
- massive vector: −1.059 × 10⁻³

For the running charge, multiply the law for 1/e² by 4π:

1/α(Λ) = 1/α(m) + (S/2π) ln(Λ/m).

Start from 1/α ≈ 137 at scale m and go to 1000 m, where the logarithm is 6.9. For a single Dirac species the change of 1/α is −(4/3) × 6.9/2π ≈ −1.5. A single scalar gives −0.4. The massless vector, again with m as infrared scale, gives +8.1, and the massive vector +7.7. The constant dropped from L is of order one (ln 2 − γ/2 − 1 ≈ −0.6 for the Gaussian cutoff), and it depends on the shape of R: for R = (1 + y/Λ²)⁻³ it is about −1.06. The changes are therefore uncertain by roughly ten to twenty per cent; the full one-loop polarization at spacelike momentum transfer 1000 m gives −1.29 for the Dirac particle and −0.30 for the scalar. These values isolate one species at a time. In a theory with several, the one-loop contributions add. Because δu is proportional to b², a species of charge Qe contributes Q²S, with its own mass in the logarithm.

The numerical check tests the Dirac and vector spectra, the mode sums, the logarithm for two cutoff shapes, and the electric response.

**Where the argument stops**

The lowest vector level, n = 0 and σ = 1, has E² = m² + p_z² − b. For b > m² some of these energies are imaginary: the assumed vacuum is unstable, and an expansion in b about it has no meaning. A massless vector is in this situation for any b > 0. Its coefficient 22/3 describes the modes above an infrared scale that is itself larger than √b, and that scale replaces m in the logarithm.

The value g = 2 also matters. Without the additional moment term in the vector equation, g = 1, and the lowest level is no longer at m² + p_z² − b. The argument from the common spectrum then does not apply. Nor does inserting a larger s in the formula establish that a consistent charged particle of that spin exists.

Numbers as computed

```
MODEL (hbar = c = 1, mass m is the unit)
cutoff Lambda = 20.0 m
field b = eB = 0.10 m^2
logarithm L at this cutoff = 2.38879
L at Lambda = 10^4 m: integral 8.614880, formula 8.614880
zero-field energy density per state = 4047.7614 m^4
SHIFT PER SPIN STATE, before statistics sign, at b = 0.10 m^2
|sigma| = 0.0: mode sum +5.04117e-05 m^4, order-b^2 formula +5.04240e-05 m^4
|sigma| = 0.5: mode sum -1.00834e-04 m^4, order-b^2 formula -1.00848e-04 m^4
|sigma| = 1.0: mode sum -5.54888e-04 m^4, order-b^2 formula -5.54664e-04 m^4
COEFFICIENT PER STATE from mode sums, b -> 0 (dimensionless)
|sigma| = 0.0: diamagnetic -0.33333, paramagnetic +0.00000, total -0.33333
|sigma| = 0.5: diamagnetic -0.33333, paramagnetic +1.00000, total +0.66667
|sigma| = 1.0: diamagnetic -0.33333, paramagnetic +4.00000, total +3.66667
MULTIPLETS: S (dimensionless) and energy shift at b = 0.10 m^2
complex scalar: S mode sum -0.3333, formula -0.3333, shift +5.0412e-05 m^4
Dirac spinor: S mode sum -1.3333, formula -1.3333, shift +2.0167e-04 m^4
massless vector: S mode sum +7.3333, formula +7.3333, shift -1.1098e-03 m^4
massive vector: S mode sum +7.0000, formula +7.0000, shift -1.0594e-03 m^4
S FROM ELECTRIC RESPONSE OF VIRTUAL PAIRS (dimensionless)
complex scalar: -0.3333
Dirac spinor: -1.3330
RUNNING, one charged species only, leading logarithm
1/alpha at scale m = 137.036
scale ratio = 1000, its logarithm = 6.9078
complex scalar: change of 1/alpha -0.366, 1/alpha at 1000 m = 136.670
Dirac spinor: change of 1/alpha -1.466, 1/alpha at 1000 m = 135.570
massless vector: change of 1/alpha +8.062, 1/alpha at 1000 m = 145.098
massive vector: change of 1/alpha +7.696, 1/alpha at 1000 m = 144.732
```
